# Dipole repulsion and the three-halves law for finite-coverage adsorption energies

An adsorption energy for a precursor molecule can be computed in a periodic cell with one molecule per cell. Someone must then decide whether the cell is large enough for the result to stand for an isolated molecule, whether a larger cell is needed, or whether two affordable cells can be extrapolated to zero coverage. If the remaining repulsion is electrostatic, the extrapolation needs the power of the coverage with which it fades. The wrong power gives a wrong intercept even when every computed energy is accurate.

For rigid, parallel dipoles in an ordered layer that keeps its shape as it is diluted, the power is three halves. The power comes from a pair energy that falls as the inverse cube of the distance, and from the fixed shape of the layer. Parallel alignment makes the interaction between upright dipoles a repulsion, and rigidity keeps their moments from changing with coverage.

## The estimate

Let $n$ be the number of molecules per area. The distance between neighbours is about $R\sim n^{-1/2}$. Two upright dipoles $\mu$ side by side repel with an energy of order $\mu^2/R^3$. Dilution without change of shape leaves the number of near neighbours the same, so the repulsion per molecule is

$$u\sim \frac{\mu^2}{R^3}\sim \mu^2 n^{3/2}.$$

The estimate leaves three things open: the effect of the metal below, the sum over distant neighbours, and the density at which real molecules stop behaving as rigid point dipoles.

## The pair energy

The algebra uses atomic units, in which the Coulomb energy of charges $q_1,q_2$ is $q_1q_2/r$. For numbers in eV, with moments in e Å and lengths in Å, the result is multiplied by $e^2/(4\pi\varepsilon_0)=14.40$ eV Å.

Build each dipole from charges $\pm q$ separated by a short vector $\mathbf l$, with $\mathbf p=q\mathbf l$. For two equal dipoles separated by $\mathbf R$, the like charges are $\mathbf R$ apart and the unlike charges $\mathbf R\pm\mathbf l$ apart:

$$U=q^2\left[\frac{2}{|\mathbf R|}-\frac{1}{|\mathbf R+\mathbf l|}-\frac{1}{|\mathbf R-\mathbf l|}\right].$$

The bracket is minus a second difference of $1/R$, so for small $l$

$$U=-(\mathbf p\cdot\nabla)^2\frac1R .$$

The first derivative is $(\mathbf p\cdot\nabla)R^{-1}=-(\mathbf p\cdot\mathbf R)/R^3$. Differentiating again and changing the sign gives

$$U=\frac{p^2}{R^3}-\frac{3(\mathbf p\cdot\mathbf R)^2}{R^5}. \tag{1}$$

For upright dipoles at equal height $\mathbf p\cdot\mathbf R=0$, and $U=\mu^2/R^3$. This is the case of a free layer.

Now place the dipoles at height $h$ above the image plane of a perfect metal held at zero potential. A charge $q$ at height $z$ has an image $-q$ at $-z$. The image of an upright dipole is therefore upright too: both the sign of the charges and their vertical order are reversed. The work of assembly is $\frac12\sum q\phi$, because the potential grows in proportion to the charges as they are built up; the charge induced on the metal sits at $\phi=0$ and adds nothing.

The direct interaction appears twice in this sum and keeps its full value after the factor one half. The image part also has two equal terms, dipole 1 with image 2 and dipole 2 with image 1, and together they count once. For that term the vertical separation is $2h$ and the distance is $\rho=(R^2+4h^2)^{1/2}$, so (1) gives

$$\mu^2\left[\frac1{\rho^3}-\frac{3(2h)^2}{\rho^5}\right]=\mu^2\frac{R^2-8h^2}{(R^2+4h^2)^{5/2}} .$$

The pair energy on the metal is

$$W(R)=\mu^2\left[\frac1{R^3}+\frac{R^2-8h^2}{(R^2+4h^2)^{5/2}}\right]. \tag{2}$$

For $R\gg h$, the second term is $R^{-3}(1-8h^2/R^2)(1-10h^2/R^2)$ to leading order, or $R^{-3}(1-18h^2/R^2)$. Hence

$$W(R)\simeq\frac{2\mu^2}{R^3}\left(1-\frac{9h^2}{R^2}\right). \tag{3}$$

The metal doubles the long-range repulsion. Write $W=g\mu^2/R^3$, with $g=1$ for a free layer and $g=2$ on a metal at $R\gg h$. Here $\mu$ is the dipole outside the metal, without its image. If the image were included in the moment, the same energy would read $(2\mu)^2/(2R^3)$.

This outside moment can be read from the work function. Averaged over the surface, the layer is two sheets of charge density $\pm nq$. The field is $4\pi nq$ between them and zero on either side, so the potential step is $4\pi nql=4\pi n\mu$. A moment with its positive end outward lowers the work function by this amount.

Tilt acts differently in the two cases. On a metal the image reverses the in-plane component and repeats the normal one. At long range a molecule and its image act as an upright dipole $2p_\perp$, whose field in the surface plane is normal and equal to $-2p_\perp/R^3$. The pair energy is then $2p_\perp^2/R^3$, so $\mu$ means the normal component. In a free square layer tilted by $t$ from the normal, (1) contains the average of $3\sin^2t\cos^2\varphi$ over neighbour directions $\varphi$. Fourfold symmetry makes the average of $\cos^2\varphi$ one half, and the repulsion is multiplied by $1-\frac32\sin^2t$. Beyond $\sin^2t=\frac23$ the layer attracts.

## The lattice sum

Let the molecules sit on a lattice of density $n$. Measure positions in units of $n^{-1/2}$, so that $\mathbf r=n^{-1/2}\mathbf s$, where the points $\mathbf s$ form the same lattice at unit density. Then

$$\sum_{\mathbf r\ne0}\frac1{r^3}=n^{3/2}C,\qquad C=\sum_{\mathbf s\neq0}\frac1{s^3}. \tag{4}$$

The sum converges: beyond a large radius $S$ it contributes about $\int_S^\infty 2\pi s\,ds/s^3=2\pi/S$. Each pair energy belongs to two molecules, so the mean repulsion per molecule is

$$u=\frac12\sum_{\mathbf r\neq0}\frac{g\mu^2}{r^3}=\frac g2\,C\mu^2n^{3/2}. \tag{5}$$

With coverage $\theta=n/n_0$, where $n_0$ is the density of sites, $u=A\theta^{3/2}$. For square sites of spacing $d$, $n_0=1/d^2$ and

$$A=\frac{gC\mu^2}{2d^3}. \tag{6}$$

The constant is $C=9.034$ for a square lattice. The four nearest neighbours supply 4 of this, or 44 percent, so a nearest-neighbour estimate has the right power but less than half the size. A hexagonal lattice has $C=8.893$, lower by 1.6 percent. A rectangle with sides 1:2 has $C=11.45$, higher by 27 percent at the same density. Energies from square and elongated cells therefore do not lie on one line against $\theta^{3/2}$.

The law can be checked with the inverse cube assumed only for very distant neighbours. A square layer of finite dipoles, each made of two charges 0.2 Å apart and centred 1 Å above a metal, was summed charge by charge with its images at spacings of 30 and 60 Å. Neighbours more than 100 spacings away, which supply less than 1 percent of the sum, were added from the inverse cube. The exponent of coverage between the two is 1.497. The small deficit has the sign of the height correction in (3), which weakens the denser layer more.

## Which energy follows the law

Take the adsorption energy to be the energy of the covered slab minus those of the clean slab and the free molecules, per adsorbed molecule. Binding is negative. In the present model

$$E(\theta)=E_0+A\theta^{3/2}, \tag{7}$$

where $E_0$ belongs to the isolated adsorbate. Repulsion makes $E$ less negative.

Two related energies have the same power but other prefactors. Taking one molecule out of a frozen layer removes its interaction with all the others. This is the full sum, without the half, and releases $2u$. If the remaining molecules spread evenly again, the energy released is the derivative of the energy per area:

$$\frac{d(nu)}{dn}=\frac{d}{dn}\left(\frac g2C\mu^2n^{5/2}\right)=\frac52u .$$

The further $\frac12u$ is gained as the vacancy is shared out. A differential heat of adsorption must therefore not be compared directly with $u$.

## A test with three cells

An $m\times m$ cell with one molecule has $\theta=1/m^2$, so (7) becomes $E(m)=E_0+A/m^3$. Differences remove $E_0$, and their ratio removes $A$:

$$Q_m=\frac{E(m)-E(m+1)}{E(m+1)-E(m+2)}=\frac{m^{-3}-(m+1)^{-3}}{(m+1)^{-3}-(m+2)^{-3}}. \tag{8}$$

For cells 2, 3 and 4 this is $0.08796/0.02141=4.108$. A repulsion linear in coverage would replace the cubes by squares and give 2.857.

Agreement with (8) does not prove that the repulsion is electrostatic. An adsorbate also strains its substrate. A point force on an elastic solid causes stress falling as $1/R^2$, since the total force through a surface of area $\sim R^2$ is fixed, and hence a displacement falling as $1/R$. An adsorbate at rest exerts balanced forces, which cost one derivative; its neighbour, also balanced, costs another. The strain interaction thus falls as $1/R^3$ too. A second check is needed: $A$ from the energies should match $A$ from (6), with $\mu$ taken from the work-function step.

The cell must also be decoupled from its repeats along the normal. If the potential is forced to be periodic across a vacuum gap $H$, the step $4\pi n\mu$ is undone by a uniform field $4\pi n\mu/H$ parallel to the dipoles. The energy per molecule changes by $-\frac12\mu(4\pi n\mu/H)=-2\pi n\mu^2/H$. This term is linear in coverage and spoils the ratio unless it is removed. Removing it leaves the non-uniform part of the field, whose coupling to the next slab falls roughly as $e^{-4\pi H/L}$ for a cell of width $L$. The gap must therefore grow with the cell. For rigid dipoles with the parameters of the example below, the remainder in an 18 Å cell is about 0.0001 eV for a 10 Å gap and negligible for a 15 Å gap.

## Random layers obey another law

Suppose molecules fill fixed sites at random. Each other site is occupied with probability $\theta$, and the mean sum of inverse cubes around a molecule is $\theta C/d^3$. Then

$$u_{\rm random}=A\theta,\qquad \frac{u_{\rm random}}{u_{\rm ordered}}=\theta^{-1/2}. \tag{9}$$

Dilution of a random layer makes close pairs rarer but does not move them apart. In random fillings of a 200 by 200 site lattice, the repulsion at $\theta=1/4$ was 3.98 times that at $\theta=1/16$. The ordered law gives 8.

If close pairs are partly excluded, the chance of finding a second molecule at distance $R$ is $\theta f(R)$, where $f$ does not depend on $\theta$ at low density. The leading term is still linear, with a smaller coefficient. The three-halves law is a property of the ordered arrangement as much as of the dipole force.

## What bends the law at high coverage

Three effects can be estimated for an upright adsorbate on a metal.

**Finite height.** Equation (2) replaces the inverse cube. By (3), the relative correction is proportional to $h^2n$ at leading order.

**Depolarization.** Neighbours produce a field that opposes the dipole. Let $\mu$ and $\alpha$ be the moment and polarizability of the isolated adsorbate, its own image included in its response. Let $F$ be the lattice sum of $W/\mu^2$. If every molecule has moment $p$, the energy per molecule is

$$\varepsilon(p)=\frac{(p-\mu)^2}{2\alpha}+\frac{Fp^2}{2}.$$

The first term is the cost of changing the moment and the second is the repulsion. Setting $d\varepsilon/dp=0$ gives $p-\mu=-\alpha Fp$, so $p=\mu/(1+\alpha F)$. Substitution gives

$$\varepsilon=\frac{\alpha F^2p^2}{2}+\frac{Fp^2}{2}=\frac{Fp^2(1+\alpha F)}2=\frac{\mu^2F}{2(1+\alpha F)}. \tag{10}$$

Since $F\simeq2Cn^{3/2}$, this relative correction grows as $n^{3/2}$.

**Dispersion.** Represent each molecule by an isotropic oscillator of quantum energy $w$ and polarizability $\alpha$. By (1), the coupling of two fluctuating moments is $p_1p_2/R^3$ for each of the two directions across the line joining them, and $-2p_1p_2/R^3$ along it. The in-phase and out-of-phase modes have energies $w\sqrt{1\pm c}$, with $c=k\alpha/R^3$ and $k=1,1,2$. For small $c$ the zero-point energy of each pair of modes changes by

$$\frac w2\left(\sqrt{1+c}+\sqrt{1-c}-2\right)\simeq-\frac{wc^2}{8}.$$

Since $1+1+4=6$, the pair attraction is $-\frac34w\alpha^2/R^6$. Its sum scales as $n^3$. The metal's effect on this attraction is left out, and the same $\alpha$ is used although it was defined with the image included, so this term is only a rough estimate.

## A polar fragment on a metallic nitride

Take a polar precursor fragment on TiN(001). The substrate matters here because it is metallic, so $g=2$, and offers a square lattice of metal sites roughly 3 Å apart. The other inputs are round model values: $\mu=0.30$ e Å (1.44 D), $h=1.0$ Å, $\alpha=3.0$ Å$^3$ and $w=10$ eV. Equation (6) gives

$$A=\frac{14.40\times9.034\times0.30^2}{3.0^3}\ {\rm eV}=0.434\ {\rm eV}.$$

This is a prefactor, not the energy of a full layer, where molecules 3 Å apart would overlap. For the $3\times3$ cell, $u=0.434/27=0.0161$ eV, or 1.55 kJ/mol. The rigid work-function step is $4\pi\times14.40\times0.30/81=0.67$ eV, so a modest repulsion comes with a large electrostatic signal.

The fuller model includes all three corrections:

| Cell | Ideal $u$ (eV) | Fuller $u$ (eV) |
|---|---|---|
| 2×2 | 0.0542 | 0.0358 |
| 3×3 | 0.0161 | 0.0139 |
| 4×4 | 0.0068 | 0.0063 |
| 5×5 | 0.0035 | 0.0033 |

Relative to the ideal value, the fuller energy is 34 percent lower in the $2\times2$ cell, 14 percent lower in the $3\times3$ and 4 percent lower in the $5\times5$. In the smallest cell, height takes off 0.0063 eV, depolarization 0.0087 eV and dispersion 0.0034 eV. The height is itself uncertain: raising it to 1.5 Å, with rigid dipoles and no dispersion, puts the $3\times3$ repulsion at 0.0142 eV, 12 percent below the ideal value.

The ratio test shows the consequence:

| Cells | Ideal | Fuller | Linear |
|---|---|---|---|
| 2, 3, 4 | 4.11 | 2.91 | 2.86 |
| 3, 4, 5 | 2.81 | 2.54 | 2.16 |
| 4, 5, 6 | 2.26 | 2.17 | 1.84 |

With the three smallest cells, the fuller model almost reproduces the linear law, although the layer is ordered and the long-range force is dipolar. The corrections cut the numerator of (8) from 0.0381 to 0.0220 eV, but the denominator only from 0.00928 to 0.00755 eV. The near agreement with 2.86 is an accident of these parameters and of the rough dispersion term. Giving the fluctuating moments static images raises the ratio to 3.01, and using the polarizability without the image, 1.7 Å$^3$, in the dispersion raises it to 3.12. Both are still far below 4.11. A failed test in small cells therefore does not rule out dipole repulsion.

Larger cells bring the ratio towards its ideal value but demand more precise energies. An error $\delta$ in the middle energy alone changes $Q$ by about $(1+Q)\delta/[E(m+1)-E(m+2)]$. For cells 4, 5 and 6 the denominator is 0.0014 eV, so $\delta=0.0001$ eV shifts $Q$ by 0.23. The gap between the fuller and linear values is 0.33. For cells 3, 4 and 5 the same error shifts $Q$ by 0.12, against a gap of 0.38. In this example the middle set is the better compromise if the energies carry errors of that size. An error of 0.0005 eV already shifts $Q$ by more than the gap in either set, and the test can then no longer tell the two laws apart.

Extrapolation is less delicate. From the $4\times4$ and $5\times5$ energies,

$$A=\frac{E(4)-E(5)}{1/64-1/125}=0.390\ {\rm eV},$$

and the intercept misses the isolated-molecule energy by 0.0002 eV. The unextrapolated $5\times5$ energy misses it by 0.0033 eV. A straight line in $\theta$ through the same two points misses by about $-0.002$ eV. These misses are for error-free energies. The intercept is $2.05E(5)-1.05E(4)$, so independent errors of equal size in the two energies grow by a factor of 2.3, and errors near 0.001 eV remove most of the gain over the unextrapolated value. This $A$ is 10 percent below the ideal 0.434 eV, and the dipole inferred from it is 0.285 e Å, 5 percent below the input. The work-function step of a finite cell gives the depolarized moment $\mu/(1+\alpha F)$, not the input: 0.291 e Å in the $4\times4$ cell and 0.295 e Å in the $5\times5$. With these, (6) gives 0.409 and 0.420 eV, and the fitted $A$ lies about 4 to 7 percent lower. The amplitude check should allow differences of this order even when the repulsion is dipolar.

## The real surface and the working temperature

The site spacing is roughly that of clean TiN(001), but the dipole, height and polarizability describe no particular precursor. A bulky molecule may be unable to fit in the $2\times2$ cell, and short-range steric or chemical repulsion is absent from the model, as are substrate strain and the oscillating interaction carried by the metal's conduction electrons. A film in a reactor may also be oxidized, rough or covered with other fragments. If an insulating layer held the dipoles at a height much larger than their spacing, the metal image would no longer matter and $g$ would fall from 2 to 1. With the layer's own dielectric response neglected, the ideal $3\times3$ repulsion would halve, to 0.0080 eV.

Temperature affects the power itself. At 500 K, $kT=0.043$ eV, while two neighbours in the $3\times3$ arrangement repel by 0.0036 eV. Dipole repulsion of this size cannot be relied on to keep such a layer ordered. A fully random layer at the same coverage would have $u=0.434/9=0.048$ eV by the ideal pair law, three times the ordered value. That figure is not a prediction, since it counts pairs 3 Å apart, where molecules overlap and the point-dipole law fails. Such pairs supply 4 of the 9.034 in $C$. Leaving them out of the same ideal sum, with all other pairs as likely as before, gives 0.027 eV, or 1.7 times the ideal ordered value. The change caused by disorder therefore depends strongly on which close pairs can form.

The two laws therefore serve different purposes. For ordered cells of one shape, with spacing well above the adsorbate's height and size and with dipole repulsion the main interaction left between molecules, an extrapolation in $\theta^{3/2}$ estimates the isolated-molecule energy. For a hot, dilute and disordered layer, the repulsion added to that energy should start linearly in coverage, with a coefficient that depends on how often molecules come close. The model inputs and the tabulated energies are collected in the numerical output.

## Table of computed values

```
C square, hexagonal: 9.0336, 8.8927
C rectangle with sides 1:2: 11.4525
Metal pair factor g, from charges: 1.9995
Coverage exponent, from charges: 1.4970
Differential energy / u: 2.4986
Random layer, u(1/4)/u(1/16): 3.98
Ordered layer, u(1/4)/u(1/16): 8.00
e^2/(4 pi eps0): 14.3996 eV angstrom
Site spacing (rough, TiN): 3.0 angstrom
Normal dipole: 0.30 e angstrom = 1.44 D
Height above image plane: 1.0 angstrom
Polarizability: 3.0 angstrom^3
Oscillator energy: 10.0 eV
Temperature: 500 K
Prefactor A of theta^(3/2): 0.4336 eV
2x2: theta 0.2500, spacing 6 angstrom
  u ideal 0.05420 eV, fuller 0.03582 eV
3x3: theta 0.1111, spacing 9 angstrom
  u ideal 0.01606 eV, fuller 0.01385 eV
4x4: theta 0.0625, spacing 12 angstrom
  u ideal 0.00678 eV, fuller 0.00630 eV
5x5: theta 0.0400, spacing 15 angstrom
  u ideal 0.00347 eV, fuller 0.00333 eV
6x6: theta 0.0278, spacing 18 angstrom
  u ideal 0.00201 eV, fuller 0.00195 eV
Ideal u, 3x3: 1.55 kJ/mol
2x2 height correction: -0.00633 eV
2x2 depolarization: -0.00869 eV
2x2 dispersion: -0.00337 eV
3x3 height correction: -0.00092 eV
3x3 depolarization: -0.00099 eV
3x3 dispersion: -0.00030 eV
3x3 rigid u at height 1.5 angstrom: 0.01418 eV
Ratio test, cells 2,3,4: ideal 4.108, fuller 2.911, linear law 2.857
Ratio test, cells 3,4,5: ideal 2.808, fuller 2.536, linear law 2.160
Ratio test, cells 4,5,6: ideal 2.262, fuller 2.168, linear law 1.841
Slope A from fuller 4x4 and 5x5: 0.3903 eV
Error of E0 from 4x4 and 5x5: 0.00020 eV
Dipole recovered from slope: 0.2846 e angstrom
Work-function step size, rigid 3x3: 0.670 eV
Ideal neighbour pair energy, 3x3: 0.00356 eV
kT: 0.04309 eV
Random layer, ideal u at theta 1/9: 0.04818 eV
```
